# Metal heights on Si(111) from an X-ray standing-wave coherent position

## Problem

A very thin epitaxial silicide contact has been grown on Si(111). The fluorescence of its metal atoms is recorded while the photon energy, or the glancing angle, is scanned through the silicon (111) reflection. The fit gives a coherent position $P=0.86\pm0.01$ and a coherent fraction $f=0.90$, chosen here as round values. The plane spacing is $d=a/\sqrt3=0.31356$ nm.

The silicon ends in an intact bilayer whose upper atoms have their broken bonds pointing outward. Find the possible metal heights above the upper silicon plane. Then decide which heights allow a direct metal–silicon bond, taking 0.21 to 0.26 nm as a rough acceptable length. Consider three lateral sites: T1 (above an upper Si atom), T4 (above a lower Si atom of the bilayer) and H3 (above the hollow).

## A tempting solution

The coherent position is a height in units of $d$, so the metal lies at

$$h=Pd=0.86\times0.31356\ \text{nm}=0.2697\ \text{nm}$$

above the top silicon atoms. An on-top bond would have this length, which exceeds 0.26 nm, and the other sites give longer distances. The metal therefore has no direct bond to the substrate.

## Where it fails

Two assumptions entered unnoticed. The height was counted from the top silicon atoms, although $P$ is counted from a diffraction plane, which need not contain atoms. A phase was also treated as a length, although a phase leaves whole multiples of $d$ undetermined. Both points follow from the standing wave itself.

## What the measurement fixes

Let $z$ point outward, with $z=0$ on a diffraction plane, that is, a maximum of the (111) Fourier component of the electron density. At normal incidence and without absorption, the crystal in $z<0$ has the dielectric function

$$\epsilon=1+\chi_0+2\chi_h\cos(2qz),\qquad q=\pi/d .$$

Here $\chi_h<0$, because at X-ray frequencies the electrons lower $\epsilon$. With time factor $e^{-i\omega t}$, write $E=Ae^{-iqz}+Be^{iqz}$, where $A$ belongs to the incoming wave. Insert this into $E''+k^2\epsilon E=0$, drop $A''$ and $B''$ because the amplitudes vary slowly, and keep the terms in $e^{\pm iqz}$:

$$2iqB'+[k^2(1+\chi_0)-q^2]B+k^2\chi_hA=0,$$
$$-2iqA'+[k^2(1+\chi_0)-q^2]A+k^2\chi_hB=0.$$

With $\delta=[k^2(1+\chi_0)-q^2]/2q$ and $\kappa=k^2\chi_h/2q<0$ these become

$$B'=i(\delta B+\kappa A),\qquad A'=-i(\delta A+\kappa B).$$

A solution decaying into the crystal varies as $e^{\gamma z}$ with $\gamma>0$. Then $(\gamma-i\delta)B=i\kappa A$ and $(\gamma+i\delta)A=-i\kappa B$. Multiplying the two gives $\gamma^2=\kappa^2-\delta^2$, and the first gives

$$\frac BA=\frac{i\kappa}{\gamma-i\delta}=\frac{-i|\kappa|(\gamma+i\delta)}{\kappa^2}=x-i\sqrt{1-x^2}=e^{-iv},$$

where $x=\delta/|\kappa|=\cos v$. In the total-reflection range $x$ rises from $-1$ to $1$ with photon energy, so $v$ falls from $\pi$ to 0. At oblique incidence with the field parallel to the surface, $k^2(1+\chi_0)$ in $\delta$ is replaced by $k^2(\sin^2\theta+\chi_0)$, so raising the angle $\theta$ has the same effect.

To leading order in $\chi$ the amplitude ratio carries over to the vacuum side. For reflectivity $R$ (here $R=1$) the intensity is

$$I=|1+\sqrt R\,e^{i(2\pi z/d-v)}|^2=1+R+2\sqrt R\cos(v-2\pi z/d).$$

The antinodes, at $z=vd/2\pi$ plus multiples of $d$, move inward from midway between the planes onto the planes. This direction of motion distinguishes $P$ from $1-P$.

In the dipole approximation the fluorescence follows the intensity at the atoms. Define

$$f e^{2\pi iP}=\langle e^{2\pi iz/d}\rangle .$$

Averaging $I$ gives the normalized yield

$$Y=1+R+2\sqrt R\,f\cos(v-2\pi P).$$

The scan varies both $\cos v$ and $\sin v$, so it determines $f\cos2\pi P$ and $f\sin2\pi P$, and hence $P$ modulo 1. If the coherent atoms share one mean height, then

$$z_n=(P+n)d,\qquad n=0,\pm1,\pm2,\ldots$$

A Gaussian spread of rms width $u$ multiplies $f$ by $e^{-2\pi^2u^2/d^2}$ and leaves $P$ unchanged. Atoms spread uniformly over a period add nothing to the average and also lower $f$ alone.

The ambiguity was tested by solving the full wave equation numerically with $\chi_0=-1.5\times10^{-4}$ and $\chi_h=-1.0\times10^{-4}$. Yields were simulated for heights $0.86d$ and $1.86d$, with 91% of the atoms ordered and $u=0.008$ nm. Fits with the formula above returned $P=0.8600$ and $0.8601$, with $f=0.898$ in both cases.

The values $R=1$ and $v=\arccos x$ belong to the lossless crystal. Real silicon absorbs, and normal incidence on (111) needs 1.98 keV, just above the Si K edge at 1.84 keV. With approximate absorption values for that energy, the peak reflectivity is only about 0.4 to 0.5, and at $x=0.95$ the antinodes lie near $0.2d$ rather than $0.05d$ above the planes. A fit with the lossless $R$ and $v$ then returns $f\approx0.6$ for a true 0.90 and shifts $P$ by up to 0.02; at 8 keV the shift is about 0.01. The yield formula itself still holds, and returns the true $P$ and $f$, when $R$ and $v$ are computed with complex $\chi_0$ and $\chi_h$.

## Where the silicon atoms are

A silicon bond has length $\sqrt3a/4=3d/4$. One bond of each atom is vertical, and the structure repeats after $d$, so the bilayer is $d-3d/4=d/4$ thick. Put the origin temporarily on an upper atom. The two atomic planes, at 0 and $-d/4$, give

$$S=1+e^{-i\pi/2}=1-i=\sqrt2\,e^{-i\pi/4}.$$

The corresponding density component is proportional to

$$\mathrm{Re}\,(S^*e^{2\pi iz/d})=\sqrt2\cos(2\pi z/d+\pi/4),$$

which has its maximum at $z=-d/8$. The diffraction plane therefore runs through the middle of the bilayer, 0.0392 nm below its upper atoms. The middle of the long gap between bilayers, at $z=3d/8$, is a minimum.

## The corrected heights

Above the upper silicon plane,

$$h_n=\left(P+n-\tfrac18\right)d,$$

and above the lower plane the height is $(P+n+\tfrac18)d$. For $n=0$,

$$h_0=(0.86-0.125)\times0.31356\ \text{nm}=0.2305\ \text{nm}.$$

The neighbouring solutions, in nm, are:

| $n$ | above diffraction plane | above upper Si | above lower Si |
|---|---|---|---|
| −1 | −0.0439 | −0.0831 | −0.0047 |
| 0 | 0.2697 | 0.2305 | 0.3089 |
| 1 | 0.5832 | 0.5440 | 0.6224 |
| 2 | 0.8968 | 0.8576 | 0.9360 |

The list continues in both directions. The uncertainty $0.01d=0.0031$ nm shifts all entries together. The tempting value 0.2697 nm is a correct height above the diffraction plane, wrongly assigned to the atoms.

## Which heights allow a bond?

Neighbouring upper and lower atoms are $3d/4$ apart, with a vertical separation $d/4$. Their lateral separation $s$ obeys

$$s^2=\frac{9d^2}{16}-\frac{d^2}{16}=\frac{d^2}{2}=0.0492\ \text{nm}^2.$$

The hollow has this same lateral distance from the nearest atoms of both planes.

For $n=0$ the nearest silicon distances are:

- T1: $h_0=0.2305$ nm, which is acceptable.
- T4: 0.3089 nm to the lower atom directly below, which is too long.
- H3: $\sqrt{s^2+h_0^2}=0.3198$ nm, which is too long.

For $n=-1$ the metal would lie almost level with the lower atoms of the bilayer, 0.0047 nm beneath their plane. At T1 and T4 it would be 0.0831 and 0.0047 nm from a silicon atom, which an intact bilayer excludes. At H3 it has three lower neighbours at $\sqrt{s^2+0.0047^2}=0.2218$ nm and three upper neighbours at $\sqrt{s^2+0.0831^2}=0.2368$ nm, with lengths in nm. Both distances are acceptable.

For $n=1$ and 2 the nearest substrate atom is at least 0.544 nm away. Such atoms could belong to higher layers of a film, but they do not bond directly to the substrate. Values $n\le-2$ describe metal buried deeper and must be judged from other evidence.

Within $-1\le n\le2$ two candidates remain: an on-top atom at $+0.2305$ nm and an atom embedded in the hollow at $-0.0831$ nm. The same pair survives at $P=0.85$ and $P=0.87$. Bond length alone does not decide between them, and the estimate ignores how far an embedded atom would push its neighbours apart.

## What a second reflection adds

Take the $(11\bar1)$ reflection. A height $h$ along $[111]$ is the vector $(h/\sqrt3)(1,1,1)$, which contributes $h/(\sqrt3a)=h/3d$ cycles of phase. With the origin on an upper atom, the silicon basis gives $1+e^{i\pi/2}=\sqrt2e^{i\pi/4}$, so $\tfrac18$ must be subtracted. For T1 with $n=0$,

$$P'=\frac{0.735}{3}-\frac18=0.120.$$

The lower atom next to the origin is at $a(-\tfrac14,-\tfrac14,\tfrac14)$. Removing its component along $[111]$ leaves $a(-\tfrac16,-\tfrac16,\tfrac13)$, the lateral position of T4. H3 lies at the opposite vector, which contributes $\tfrac16+\tfrac16+\tfrac13=\tfrac23$. Since $h_{-1}=-0.265d$,

$$P'=\frac23-\frac{0.265}{3}-\frac18=0.453.$$

The candidates differ by one third of a cycle, so this measurement separates them.

It does not remove every ambiguity. The lattice vector $a(\tfrac12,\tfrac12,0)$ raises an atom by $d$ and shifts it sideways. For a silicon reflection $(hkl)$ its phase is $(h+k)/2$ cycles, an integer because allowed indices are all even or all odd. Thus T1 with $n=0$ and T4 with $n=-1$ look alike in every such reflection. The latter would be a metal atom almost on a silicon lattice site, and it is rejected here because the bilayer was assumed intact.

## When one height is not enough

The value $f=0.90$ does not prove that there is a single height. Two equal populations separated by $\Delta<d/2$ give $f=\cos(\pi\Delta/d)$, so $\Delta=0.045$ nm would explain the whole reduction. The quoted height would then be their midpoint, where no atom need sit.

Unequal populations also shift $P$. Let a fraction $q<\tfrac12$ occupy a second height. The sum $(1-q)+qe^{i\theta}$ ends on a circle of radius $q$ centred at $1-q$. Its largest phase occurs at the tangent from the origin and equals $\arcsin[q/(1-q)]$. For $q=0.10$ the height error can reach 0.0056 nm, larger than the quoted uncertainty, while $f=\sqrt{1-2q}=0.894$ there.

A silicide film of $N$ equally weighted metal layers with spacing $d_f$ gives phases spaced symmetrically about that of its midplane. While $N|d_f-d|<d$, the apparent height of the first layer is therefore shifted by $(N-1)(d_f-d)/2$. For three layers with spacing 1.5% below $d$, the shift is $-0.0047$ nm, and the actual first-layer height for $n=0$ would be 0.2352 nm. The coherent fraction stays at 0.997 and gives little warning.

The fluorite-structure silicides NiSi$_2$ and CoSi$_2$ have lattice parameters about 0.5% and 1.2% below that of silicon. A film stretched sideways to fit the substrate also contracts along its normal, so a fully strained film has a spacing roughly 1% (NiSi$_2$) to somewhat over 2% (CoSi$_2$) below $d$. The 1.5% used here is an assumed intermediate value. The shift grows with the number of layers. For 32 layers, about 10 nm, if the same 1.5% contraction is kept (a film this thick may have partly relaxed through misfit dislocations), the formula gives a shift near $-0.07$ nm. The coherent fraction then falls to about 0.66, which does give a warning, and the one-layer reading is no longer usable without a film model. Relaxation of the substrate matters too, since $P$ refers to the extended bulk lattice: if the top silicon atoms moved outward by an assumed 0.005 nm, the on-top bond would be 0.2255 nm. Thermal expansion over 100 K changes even the $n=2$ height by about 0.0002 nm, which is negligible here.

## Values computed for the example and the checks

```
Si lattice parameter a = 0.54310 nm
Si(111) plane spacing d = 0.31356 nm
upper Si plane above diffraction plane = 0.0392 nm
bilayer thickness d/4 = 0.0784 nm
coherent position P = 0.86 +/- 0.01 (no unit)
coherent fraction f = 0.90 (no unit)
height uncertainty = 0.0031 nm
Heights in nm above: diffraction, upper Si, lower Si plane
n = -1:  -0.0439  -0.0831  -0.0047
n =  0:   0.2697   0.2305   0.3089
n =  1:   0.5832   0.5440   0.6224
n =  2:   0.8968   0.8576   0.9360
accepted bond range = 0.21 to 0.26 nm
Nearest Si distance in nm for sites T1, T4, H3
n = -1:   0.0831   0.0047   0.2218
n =  0:   0.2305   0.3089   0.3198
n =  1:   0.5440   0.5875   0.5875
n =  2:   0.8576   0.8858   0.8858
surviving pairs: n=-1 H3, n=0 T1
T1, n=0: Si neighbours within range limit = 1
H3, n=-1: Si neighbours within range limit = 6
H3, n=-1: distance to 3 lower Si = 0.2218 nm
H3, n=-1: distance to 3 upper Si = 0.2368 nm
(11-1) position for T1, n=0 = 0.120 (no unit)
(11-1) position for H3, n=-1 = 0.453 (no unit)
(11-1) phase change on rise by d = 0.3333 cycles
Wave-equation test
scan range x = -0.95 to 0.95 (no unit)
antinode at scan start = 0.450 d
antinode at scan end = 0.050 d
largest phase error = 1.1e-03 rad
ordered fraction in test = 0.91 (no unit)
true height 0.86 d: fit P = 0.8600, f = 0.8984
true height 1.86 d: fit P = 0.8601, f = 0.8984
Neglected effects
vibration amplitude (rms) = 0.008 nm
vibration factor in f = 0.9872 (no unit)
equal two-height splitting giving f = 0.0450 nm
minority fraction = 0.10 (no unit)
largest minority shift = 0.0056 nm
f at largest minority shift = 0.894 (no unit)
film: 3 layers, spacing change = -1.5 %
film shift of apparent height = -0.0047 nm
film coherent fraction = 0.9970 (no unit)
assumed outward Si relaxation = 0.005 nm
T1 bond after that relaxation = 0.2255 nm
assumed Si thermal expansion = 2.6e-06 1/K
n=2 height change for 100 K = 2.3e-04 nm
```
